\section*{Effective Thermal Conductivity of Isotropic Composites at Weak Contrast}

\section{What symmetry and dimensions fix}

A composite has a local thermal conductivity $k(\mathbf r)$, and its effective conductivity $k_{\rm eff}$ relates the mean heat flux to the mean temperature gradient. Let $\langle\cdot\rangle$ be the volume average and write
\begin{equation}
k=k_0(1+\delta),\qquad k_0=\langle k\rangle,\qquad \langle\delta\rangle=0,\qquad s^2=\langle\delta^2\rangle=\frac{\mathrm{Var}(k)}{k_0^2}.
\end{equation}
Multiplying $k$ everywhere by a constant multiplies every flux by that constant, so $k_{\rm eff}/k_0$ depends on $\delta$ alone. Expand it in powers of $\delta$. By translation invariance the linear term is proportional to $\langle\delta\rangle$, which vanishes. In the quadratic term, translation invariance pairs each Fourier amplitude $\delta_{\mathbf q}$ with $\delta_{-\mathbf q}$, which leaves a sum of $|\delta_{\mathbf q}|^2$ times a weight. Fourier's law contains no length, so the weight cannot depend on $|\mathbf q|$, but only on the angle between $\mathbf q$ and the applied gradient. If the statistics are isotropic, this angle is averaged over the sphere and the weight becomes a pure number:
\begin{equation}
k_{\rm eff}=k_0\,(1-c\,s^2)+O(\delta^3).
\label{form}
\end{equation}
Neither the size of the domains nor the shape of the correlation function enters at this order. It remains to show that $c=1/3$ in three dimensions.

\section{The problem and its assumptions}

Heat obeys $\mathbf J=-k\nabla T$ with a scalar, positive, temperature-independent $k$. Temperature and normal flux are continuous at interfaces. The medium is statistically homogeneous and ergodic, and is represented by a periodic cell much larger than the correlation length; the infinite-cell limit is taken at the end. The two-point statistics are assumed isotropic.

Apply a mean gradient $\mathbf g$ with $|\mathbf g|=1$, so that $\nabla T=\mathbf g+\nabla\theta$ with $\theta$ periodic. Steady conduction requires
\begin{equation}
\nabla\cdot\left[(1+\delta)(\mathbf g+\nabla\theta)\right]=0
\quad\Longrightarrow\quad
\nabla^2\theta=-\nabla\cdot\left[\delta(\mathbf g+\nabla\theta)\right].
\label{cell}
\end{equation}
The average of a derivative of a periodic function is zero, so $\langle\nabla\theta\rangle=0$. The conductivity along $\mathbf g$ is therefore
\begin{equation}
\frac{k_{\rm eff}}{k_0}=\langle(1+\delta)(1+\mathbf g\cdot\nabla\theta)\rangle
=1+\langle\delta\,\mathbf g\cdot\nabla\theta\rangle .
\label{flux}
\end{equation}

\section{First derivation: perturbation of the flux}

Write $\theta=\theta_1+\theta_2+\dots$, with $\theta_n$ of order $\delta^n$. Equation (\ref{cell}) gives, order by order,
\begin{equation}
\nabla^2\theta_1=-\mathbf g\cdot\nabla\delta,\qquad
\nabla^2\theta_{n+1}=-\nabla\cdot(\delta\nabla\theta_n).
\label{orders}
\end{equation}
Since (\ref{flux}) already carries one factor $\delta$, the second-order conductivity needs only $\theta_1$. With $\delta=\sum_{\mathbf q\ne0}\delta_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, the first equation reads $-q^2\theta_{1,\mathbf q}=-i(\mathbf q\cdot\mathbf g)\delta_{\mathbf q}$, so
\begin{equation}
\theta_{1,\mathbf q}=\frac{i(\mathbf q\cdot\mathbf g)}{q^2}\,\delta_{\mathbf q}.
\label{theta}
\end{equation}
The gradient supplies a second factor $i(\mathbf q\cdot\mathbf g)$, and $i^2=-1$ gives the sign of the correction:
\begin{equation}
\langle\delta\,\mathbf g\cdot\nabla\theta_1\rangle
=\sum_{\mathbf q\ne0}\delta_{-\mathbf q}\,i(\mathbf q\cdot\mathbf g)\,\theta_{1,\mathbf q}
=-\sum_{\mathbf q\ne0}|\delta_{\mathbf q}|^2\frac{(\mathbf q\cdot\mathbf g)^2}{q^2}.
\end{equation}
Because $\sum|\delta_{\mathbf q}|^2=s^2$, this is $-s^2\,\mathbf g\cdot\mathsf A\cdot\mathbf g$ with
\begin{equation}
A_{ij}=\frac{\sum_{\mathbf q\ne0}|\delta_{\mathbf q}|^2\,q_iq_j/q^2}{\sum_{\mathbf q\ne0}|\delta_{\mathbf q}|^2},
\qquad \mathrm{tr}\,\mathsf A=1 .
\label{A}
\end{equation}
The trace is one for every microstructure, since $\sum_i q_i^2/q^2=1$ in each term. For isotropic statistics $\mathsf A$ is a multiple of the unit tensor, and the trace makes it $\mathsf I/3$. Hence
\begin{equation}
\boxed{\,k_{\rm eff}=k_0-\frac{\mathrm{Var}(k)}{3k_0}+O(\delta^3)\,}
\label{result}
\end{equation}

The correction is negative because, on average, the gradient along $\mathbf g$ is weakened where the material conducts well and strengthened where it conducts badly.

\subsection*{The remainder}

Let $\varepsilon=\max|\delta|<1$ and $\|\mathbf v\|^2=\langle|\mathbf v|^2\rangle$. For any periodic $\theta$, integration by parts and (\ref{orders}) give
\begin{equation}
\langle\delta\,\mathbf g\cdot\nabla\theta\rangle=-\langle\theta\,\mathbf g\cdot\nabla\delta\rangle
=\langle\theta\nabla^2\theta_1\rangle=-\langle\nabla\theta\cdot\nabla\theta_1\rangle .
\label{parts}
\end{equation}
Setting $\theta=\theta_1$ shows that $\|\nabla\theta_1\|^2=s^2/3$ in the isotropic case. Next, multiply the second equation of (\ref{orders}) by $\theta_{n+1}$ and average:
\begin{equation}
\|\nabla\theta_{n+1}\|^2=-\langle\delta\,\nabla\theta_n\cdot\nabla\theta_{n+1}\rangle
\le\varepsilon\,\|\nabla\theta_n\|\,\|\nabla\theta_{n+1}\| .
\end{equation}
Thus $\|\nabla\theta_{n+1}\|\le\varepsilon\|\nabla\theta_n\|$, and the series converges. By (\ref{parts}), the contribution of $\theta_n$ to (\ref{flux}) is at most $\varepsilon^{n-1}s^2/3$ in magnitude. Summing from $n=2$ bounds the remainder $R$ of (\ref{result}):
\begin{equation}
|R|\le\frac{\mathrm{Var}(k)}{3k_0}\,\frac{\varepsilon}{1-\varepsilon}.
\label{bound}
\end{equation}
As $s\le\varepsilon$, this is third order in the contrast.

\section{Second derivation: bounds from a minimum principle}

This route uses neither a series nor Fourier components. Let $\theta$ solve (\ref{cell}) and add any periodic $\eta$. Then
\begin{equation}
\langle k|\mathbf g+\nabla\theta+\nabla\eta|^2\rangle
=\langle k|\mathbf g+\nabla\theta|^2\rangle
+2\langle k(\mathbf g+\nabla\theta)\cdot\nabla\eta\rangle+\langle k|\nabla\eta|^2\rangle .
\end{equation}
The middle term vanishes on integration by parts, because the flux has no divergence. The last is not negative, so the true temperature minimizes the average. For the same reason $\langle k(\mathbf g+\nabla\theta)\cdot\nabla\theta\rangle=0$, and the minimum equals $\mathbf g\cdot\langle k(\mathbf g+\nabla\theta)\rangle=k_{\rm eff}$. Expanding the square, with $\langle\delta\rangle=0$ and $\langle\nabla\theta\rangle=0$,
\begin{equation}
\frac{k_{\rm eff}}{k_0}=\min_\theta\left\{1+2\langle\delta\,\mathbf g\cdot\nabla\theta\rangle
+\left\langle\frac{k}{k_0}|\nabla\theta|^2\right\rangle\right\}.
\label{min}
\end{equation}

Replace $k/k_0$ in the last term by a constant $b$. With $b=k_{\max}/k_0$ the braces can only grow, and so can their minimum; with $b=k_{\min}/k_0$ both can only fall. For constant $b$ the minimum follows from (\ref{parts}) by completing the square:
\begin{equation}
b\|\nabla\theta\|^2-2\langle\nabla\theta\cdot\nabla\theta_1\rangle
=b\left\|\nabla\theta-\frac{\nabla\theta_1}{b}\right\|^2-\frac{\|\nabla\theta_1\|^2}{b}.
\end{equation}
The lowest value is $-\|\nabla\theta_1\|^2/b$, reached at $\theta=\theta_1/b$.

The norm can be found in real space. Let $\psi$ be periodic with $\nabla^2\psi=\delta$. Then $\theta_1=-\mathbf g\cdot\nabla\psi$ satisfies (\ref{orders}). Two integrations by parts, with repeated indices summed, give
\begin{equation}
\|\nabla\theta_1\|^2=g_ig_j\langle\partial_i\partial_l\psi\,\partial_j\partial_l\psi\rangle
=g_ig_j\langle\partial_i\partial_j\psi\,\nabla^2\psi\rangle
=g_ig_jM_{ij},\quad M_{ij}=\langle\delta\,\partial_i\partial_j\psi\rangle .
\end{equation}
The trace of $M$ is $\langle\delta\nabla^2\psi\rangle=s^2$. Isotropy makes $M_{ij}=(s^2/3)\delta_{ij}$, where $\delta_{ij}$ is the Kronecker symbol, so $\|\nabla\theta_1\|^2=s^2/3$. Therefore
\begin{equation}
k_0-\frac{\mathrm{Var}(k)}{3k_{\min}}\le k_{\rm eff}\le k_0-\frac{\mathrm{Var}(k)}{3k_{\max}} .
\label{sandwich}
\end{equation}
At weak contrast $k_{\min}$ and $k_{\max}$ differ from $k_0$ by first-order amounts. Both sides then agree with (\ref{result}) through second order, which proves it again.

\section{What each derivation assumes}

Both use Fourier's law, perfect interfaces and isotropic two-point statistics. Of the last, only the consequence $\mathsf A=\mathsf I/3$ is needed, which cubic symmetry also gives. The perturbation route uses the heat balance and a convergent series, for which $\varepsilon<1$ suffices. It gives the temperature field and a route to higher orders. The variational route also needs a minimum principle, which here follows from $k$ being scalar and positive. In return, (\ref{sandwich}) holds at any contrast with $k_{\min}>0$, though its two limits on the correction, whose ratio is $k_{\max}/k_{\min}$, lie close together only when the contrast is weak. At strong contrast the lower side says nothing useful: with 70\,\% of the better phase it drops below the harmonic mean $1/\langle1/k\rangle$ beyond a ratio of about 8 and becomes negative beyond about 12.

Without isotropy, $1/3$ is replaced by $\mathbf g\cdot\mathsf A\cdot\mathbf g$. Since $\mathrm{tr}\,\mathsf A=1$, the average of the three principal conductivities still obeys (\ref{result}) through second order. Two cases show the range:
\begin{itemize}
\item Layers stacked along $z$ have $\mathbf q\parallel z$, so $A_{zz}=1$ and $A_{xx}=A_{yy}=0$. Across the layers the flux is constant, hence $k_{\rm eff}=1/\langle1/k\rangle=k_0(1-s^2+\dots)$, in agreement. Along them the gradient is uniform and $k_{\rm eff}=k_0$.
\item Parallel fibres, isotropic in the plane normal to $z$, have $A_{zz}=0$ and $A_{xx}=A_{yy}=1/2$.
\end{itemize}

Formula (\ref{A}), its isotropic value and the order of the remainder were tested by solving the full heat equation with finite volumes on a periodic $32^3$ grid, for smooth random fields with a skewed distribution. For a field varying mainly along $z$, the solutions gave $A_{xx},A_{yy},A_{zz}=0.152,\,0.068,\,0.781$, against $0.151,\,0.068,\,0.781$ from (\ref{A}). For 24 independent cells whose statistics have the cubic symmetry of the periodic grid (not full isotropy, but enough for $\mathsf A=\mathsf I/3$), the mean of $A_{xx}$ was $0.33\pm0.01$ (standard error). Halving $\varepsilon$ from 0.08 to 0.04 reduced the direction-averaged remainder by a factor 7.9, close to the 8 of a cubic law.

\section{A solvable isotropic composite}

Take a sphere of unit radius whose core, of conductivity $k_c$, fills the volume fraction $f$; the shell has conductivity $k_s$. Embed it in a medium of conductivity $K$ with a unit gradient, and seek the $K$ for which the outside field stays uniform. With $\vartheta$ the polar angle, the temperature is $ar\cos\vartheta$ in the core, $(br+h/r^2)\cos\vartheta$ in the shell and $r\cos\vartheta$ outside. Continuity of temperature and radial flux at $r^3=f$ and $r=1$ gives
\begin{align}
a&=b+h/f, & k_ca&=k_s(b-2h/f),\\
b+h&=1, & k_s(b-2h)&=K.
\end{align}
Eliminating $a$ from the first line gives $h=-f\beta b$ with $\beta=(k_c-k_s)/(k_c+2k_s)$. Dividing the two equations of the second line gives
\begin{equation}
K=k_s\frac{b-2h}{b+h}=k_s\frac{1+2f\beta}{1-f\beta}
=k_s\left[1+\frac{3f(k_c-k_s)}{k_c+2k_s-f(k_c-k_s)}\right].
\label{sphere}
\end{equation}
Such a sphere can replace part of the uniform medium without disturbing the rest. Scaled copies can thus fill all space, and the composite has conductivity $K$.

Let $d=k_c-k_s$ and $x=d/k_0$. Then $k_s=k_0(1-fx)$, $k_c=k_0[1+(1-f)x]$ and $\mathrm{Var}(k)=f(1-f)d^2$. The denominator in (\ref{sphere}) is $k_0[3+(1-4f)x]$, so
\begin{align}
\frac{K}{k_0}&=(1-fx)+\frac{fx(1-fx)}{1+(1-4f)x/3}\nonumber\\
&=1-\frac{f(1-f)}{3}x^2+\frac{f(1-f)(1-4f)}{9}x^3+O(x^4).
\end{align}
The quadratic term is that of (\ref{result}). Exchanging core and shell means $f\to1-f$ and $x\to-x$. This leaves the quadratic term unchanged but alters the cubic one: mean and variance no longer suffice at third order.

\section{Example: a dense two-phase oxide coating}

Let 70\,\% of the volume conduct with 2.4 and 30\,\% with 1.6~W/(m\,K). Then
\begin{align}
k_0&=0.7(2.4)+0.3(1.6)=2.16~\mathrm{W/(m\,K)},\\
\mathrm{Var}(k)&=0.7(0.24)^2+0.3(0.56)^2=0.1344~\mathrm{(W/(m\,K))^2},\\
k_{\rm eff}&\simeq2.16-\frac{0.1344}{3(2.16)}=2.16-0.0207=2.139~\mathrm{W/(m\,K)}.
\end{align}
The correction is 0.96\,\% of the mean. With $\varepsilon=0.56/2.16=0.259$, (\ref{bound}) limits the remainder to 0.0073~W/(m\,K). The bounds (\ref{sandwich}) are $2.16-0.1344/4.8=2.132$ and $2.16-0.1344/7.2=2.141$~W/(m\,K). Coated spheres give 2.140 with the poorer conductor as core and 2.133 with the better one, both inside. These two values are the Hashin--Shtrikman limits for any isotropic mixture of the two phases, so the last digit of 2.139 depends on the microstructure within this range. The same phases in layers across the flux give 2.087~W/(m\,K).

For a thickness of 200~$\mu$m and a heat flux of 1~MW/m$^2$, the temperature drop is $200/2.139=93.5$~K, against 92.6~K with the mean conductivity.

The phase values are illustrative, of the order found in dense zirconia-based thermal barrier oxides. In real coatings, departures from the assumptions can easily outweigh the correction. By (\ref{sphere}) with $k_c=0$, isolated spherical pores multiply $k$ by $(1-f)/(1+f/2)$: 1\,\% of pores lowers it by 1.5\,\%. For 10\,\% of pores the same expression gives 14\,\%. Flat pores and cracks lying across the heat flow, as between the lamellae of a sprayed coating, lower $k$ by more than spherical pores of the same volume. Layering of the two solid phases alone moves the result towards the layered values: up to 2.4\,\% lower here for layers across the flux, up to 1.0\,\% higher for layers along it. Pores cannot be put into (\ref{result}) as a second phase, since then $\varepsilon\ge1$ and the contrast is not weak.

At high temperature radiation matters too. Photons with energy density $u=4n^3\sigma T^4/c_0$, speed $c_0/n$ and mean free path $1/\alpha$ diffuse with conductivity
\begin{equation}
k_{\rm rad}=\frac13\,\frac{c_0}{n}\,\frac1\alpha\,\frac{du}{dT}=\frac{16n^2\sigma T^3}{3\alpha}.
\end{equation}
Here $n$ is the refractive index, $\sigma$ the Stefan--Boltzmann constant and $c_0$ the vacuum speed of light. At 1200~K, with rough values $n=2.1$ and $\alpha=2\times10^4$~m$^{-1}$, this is about 0.12~W/(m\,K), or 5\,\% of $k_{\rm eff}$. The coating is only four photon paths thick, so diffusion overestimates the transfer: a gray slab of this optical thickness between black walls carries the equivalent of about 0.09~W/(m\,K), and less if a wall reflects. An extinction of this size is typical of scattering by pores. A dense zirconia layer is semi-transparent below about 5~$\mu$m, where some three quarters of the emission at 1200~K lies. The diffusion formula then fails, and the exchange is limited by the walls, at most $4n^2\sigma T^3L\approx0.35$~W/(m\,K) for black walls a distance $L=200~\mu$m apart.

Well-bonded interfaces matter less if the domains are coarse: a rough resistance of $5\times10^{-9}$~m$^2$K/W, met once per 10~$\mu$m domain, lowers $k$ by about 0.1\,\%. For 1~$\mu$m domains the same resistance lowers it by about 1\,\%, as much as the correction itself. Equation (\ref{result}) is therefore a mixing rule for isotropically mixed solid phases with coarse domains. Pores, cracks and layering, interfaces between fine domains, and radiation at high temperature must be considered as well before it is applied to a coating in service. The temperature dependence of $k$ matters little here: even if $k\propto1/T$, it varies by 8\,\% across the 93.5~K drop, but the average differs from the value at the mean temperature by only 0.05\,\%.

\section*{Table of computed values}
\begin{verbatim}
TESTS (dimensionless)
first-order temperature, relative error: 0.0046
remainder ratio on halving contrast: 7.905
remainder at eps = 0.5: 6.551e-05
bound on it: 1.183e-03
elongated, A solved (x,y,z): [0.1515 0.0678 0.781 ]
elongated, A from modes    : [0.151  0.0676 0.7814]
elongated, trace of A solved: 1.00034
layers, A across: 1.00063, along: 0.00000
isotropic ensemble, number of cells: 24
isotropic ensemble, A_xx: 0.3325 +- 0.0095
coated spheres, d^2 coefficient: f*(f - 1)/(3*m)
coated spheres, d^3 coefficient: f*(f - 1)*(4*f - 1)/(9*m**2)
EXAMPLE
phase conductivities: 2.4, 1.6 W/(m K)
volume fraction of poorer conductor: 0.3
mean conductivity: 2.1600 W/(m K)
variance: 0.1344 (W/(m K))^2
second-order correction: 0.02074 W/(m K)
correction / mean: 0.960 %
second-order k_eff: 2.1393 W/(m K)
eps: 0.2593
bound on remainder: 0.00726 W/(m K)
coated spheres, poor core: 2.1398 W/(m K)
coated spheres, good core: 2.1333 W/(m K)
across layers: 2.0870 W/(m K)
thickness: 200 um
domain size: 10 um
heat flux: 1.0 MW/m^2
mean temperature: 1200 K
temperature drop with mean k: 92.59 K
temperature drop with second-order k: 93.49 K
NEGLECTED EFFECTS (rough inputs)
interface resistance: 5.0e-09 m^2 K/W
  lowers k by about 0.11 %
pore fraction: 1.0 %
  lowers k by 1.49 %
refractive index: 2.1
extinction coefficient: 2.0e+04 1/m
  photon mean free path: 50 um
  optical thickness of coating: 4.0
  radiative conductivity: 0.115 W/(m K)
  relative to k_eff: 5.4 %
k ~ 1/T, variation across coating: 8.1 %
  shift of average k: 0.051 %
heat capacity: 3.0e+06 J/(m^3 K)
sound speed: 4000 m/s
  phonon mean free path: 0.53 nm
  path / domain size: 5.3e-05
finite thickness, order of effect: 0.10 %
\end{verbatim}
